# Which Silica Lattice Mode Contributes Most to the Static Permittivity?: a numerical check

```python
"""
Result under test: for a permittivity in factorized form,
    eps(w) = e_inf * prod_j (L_j^2 - w^2) / (T_j^2 - w^2),
the static contribution of mode j, defined by
    eps(w) = e_inf + sum_j S_j T_j^2 / (T_j^2 - w^2),
is
    S_j = e_inf (L_j^2-T_j^2)/T_j^2 * prod_{k!=j} (L_k^2-T_j^2)/(T_k^2-T_j^2).
For the silica input the 457 cm^-1 mode has the largest S_j of the three.
T, L: transverse and longitudinal wavenumbers (cm^-1); e_inf: electronic
permittivity; w: wavenumber of the field (cm^-1).
"""
import itertools
import numpy as np
from scipy.constants import c
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

T = np.array([457.0, 810.0, 1076.0])
L = np.array([507.0, 820.0, 1256.0])
e_inf = 2.1


def neighbour_factors(t, l):
    out = np.ones(len(t))
    for j in range(len(t)):
        for k in range(len(t)):
            if k != j:
                out[j] *= (l[k]**2 - t[j]**2) / (t[k]**2 - t[j]**2)
    return out


def contributions(t, l, e):
    return e * (l**2 / t**2 - 1) * neighbour_factors(t, l)


def eps_product(x):
    """Factorized permittivity as a function of x = w^2 (may be complex)."""
    value = e_inf
    for t, l in zip(T, L):
        value = value * (l**2 - x) / (t**2 - x)
    return value


def lead(t, l):
    """Ratio of the 457 contribution to the 1076 contribution."""
    s = contributions(t, l, e_inf)
    return s[0] / s[2]


S = contributions(T, L, e_inf)
factors = neighbour_factors(T, L)
eps_static = eps_product(0.0)
lattice = S.sum()

# Residues from contour integrals of the factorized permittivity
angles = 2 * np.pi * np.arange(200) / 200
S_contour = []
for t in T:
    step = 1.0e5 * np.exp(1j * angles)
    residue = np.mean(eps_product(t**2 + step) * step)
    S_contour.append((-residue / t**2).real)
S_contour = np.array(S_contour)
assert np.allclose(S, S_contour, rtol=1e-9)

# Sum over poles equals the product at real and complex arguments
for x in (0.0, 3.0e5, 9.0e5, 4.0e6, 5.0e5 + 2.0e5j):
    pole_sum = e_inf + np.sum(S * T**2 / (T**2 - x))
    assert abs(pole_sum - eps_product(x)) < 1e-10

# Absorption areas; narrow lines leak slightly into neighbouring windows,
# which sets the absolute tolerance
narrow = 0.2


def absorption(w):
    return 2 / np.pi * eps_product(w**2 + 1j * narrow * w).imag / w


windows = [(1.0, 630.0), (630.0, 940.0), (940.0, 4000.0)]
areas = []
for (low, high), t in zip(windows, T):
    marks = [t - 5, t - 0.5, t, t + 0.5, t + 5]
    areas.append(quad(absorption, low, high, points=marks, limit=400)[0])
areas = np.array(areas)
assert np.allclose(areas, S, rtol=0, atol=5e-4)

# Longitudinal modes of coupled oscillators under the condition D = 0
coupling = T * np.sqrt(S)
matrix = np.diag(T**2) + np.outer(coupling, coupling) / e_inf
L_matrix = np.sqrt(np.linalg.eigvalsh(matrix))
assert np.allclose(L_matrix, L, rtol=1e-9)

# Ranking and its limits
assert np.all(S > 0) and S[0] > S[2] > S[1]
assert S[0] < 0.5 * lattice and S[0] < e_inf - 1
isolated = e_inf * (L**2 / T**2 - 1)
assert np.argmax(isolated) == 2
assert abs(isolated.sum() - lattice) > 0.1
strength = S * T**2
assert np.argmax(strength) == 2

# Sensitivity to the input wavenumbers
L1_tie = brentq(lambda v: lead(T, np.array([v, L[1], L[2]])) - 1, 490, 507)
T1_tie = brentq(lambda v: lead(np.array([v, T[1], T[2]]), L) - 1, 457, 470)


def worst_corner(delta):
    ratios = []
    for signs in itertools.product((-1, 1), repeat=6):
        shift = delta * np.array(signs)
        ratios.append(lead(T + shift[:3], L + shift[3:]))
    return min(ratios)


worst_half, worst_one = worst_corner(0.5), worst_corner(1.0)
assert worst_one < 1

# Damping: read T and L from peaks of a broadened spectrum
width = 40.0


def eps_damped(w):
    return e_inf + np.sum(S * T**2 / (T**2 - w**2 - 1j * width * w))


def peak(function, guess):
    found = minimize_scalar(lambda w: -function(w), method="bounded",
                            bounds=(guess - 25, guess + 25),
                            options={"xatol": 1e-7})
    assert found.success and abs(found.x - guess) < 20
    return found.x


T_read = np.array([peak(lambda w: eps_damped(w).imag, t) for t in T])
L_read = np.array([peak(lambda w: (-1 / eps_damped(w)).imag, l) for l in L])
S_read = contributions(T_read, L_read, e_inf)

# Missing static permittivity assigned to one longitudinal wavenumber
rough_static = 3.9
stretch = np.sqrt(rough_static / eps_static)
L_first = L * np.array([stretch, 1, 1])
L_third = L * np.array([1, 1, stretch])
S_first = contributions(T, L_first, e_inf)
S_third = contributions(T, L_third, e_inf)
assert abs(S_first.sum() + e_inf - rough_static) < 1e-9
assert abs(S_third.sum() + e_inf - rough_static) < 1e-9
assert S_first[0] > S_first[2] and S_third[0] < S_third[2]

# Field frequency of interconnect signals
signal_hz = 10e9
signal_wavenumber = signal_hz / c / 100
signal_change = 1 / (1 - (signal_wavenumber / T[0])**2) - 1
assert signal_change < 1e-5

print(f"electronic permittivity e_inf = {e_inf:.1f} (dimensionless)")
for j in range(3):
    print(f"mode {j+1}: T = {T[j]:.0f}, L = {L[j]:.0f} cm^-1")
    print(f"  L^2/T^2 - 1 = {L[j]**2/T[j]**2-1:.5f}")
    print(f"  factor from other modes = {factors[j]:.5f}")
    print(f"  S from formula = {S[j]:.4f}")
    print(f"  S from contour = {S_contour[j]:.4f}")
    print(f"  S from absorption area = {areas[j]:.4f}")
    print(f"  share of lattice part = {100*S[j]/lattice:.1f} %")
    print(f"  isolated-pair estimate = {isolated[j]:.4f}")
    print(f"  strength S*T^2 = {strength[j]:.4e} cm^-2")
print(f"lattice part, sum of S = {lattice:.4f}")
print(f"isolated-pair sum = {isolated.sum():.4f}")
print(f"static permittivity = {eps_static:.4f}")
print(f"electronic part e_inf - 1 = {e_inf-1:.4f}")
print("L from D = 0 matrix =", np.round(L_matrix, 3), "cm^-1")
print(f"ratio S(457)/S(1076) = {lead(T, L):.4f}")
print(f"tie if L1 falls to {L1_tie:.2f} cm^-1")
print(f"tie if T1 rises to {T1_tie:.2f} cm^-1")
print(f"worst corner ratio, 0.5 cm^-1 shifts = {worst_half:.5f}")
print(f"worst corner ratio, 1 cm^-1 shifts = {worst_one:.5f}")
print(f"rough linewidth = {width:.0f} cm^-1")
print("T read from peaks =", np.round(T_read, 2), "cm^-1")
print("L read from peaks =", np.round(L_read, 2), "cm^-1")
print("S from peak readings =", np.round(S_read, 4))
print(f"ratio from peak readings = {S_read[0]/S_read[2]:.4f}")
print(f"rough film permittivity = {rough_static:.1f}")
print(f"gap to model = {rough_static-eps_static:.2f}")
print(f"gap closed by L1 = {L_first[0]:.1f} cm^-1:")
print(f"  S(457) = {S_first[0]:.3f}, S(1076) = {S_first[2]:.3f}")
print(f"gap closed by L3 = {L_third[2]:.1f} cm^-1:")
print(f"  S(457) = {S_third[0]:.3f}, S(1076) = {S_third[2]:.3f}")
print(f"signal {signal_hz/1e9:.0f} GHz = {signal_wavenumber:.3f} cm^-1")
print(f"relative change of S(457) there = {signal_change:.1e}")
print("verified")
```

Running it gives:

```
electronic permittivity e_inf = 2.1 (dimensionless)
mode 1: T = 457, L = 507 cm^-1
  L^2/T^2 - 1 = 0.23079
  factor from other modes = 1.49492
  S from formula = 0.7245
  S from contour = 0.7245
  S from absorption area = 0.7245
  share of lattice part = 48.0 %
  isolated-pair estimate = 0.4847
  strength S*T^2 = 1.5132e+05 cm^-2
mode 2: T = 810, L = 820 cm^-1
  L^2/T^2 - 1 = 0.02484
  factor from other modes = 1.63877
  S from formula = 0.0855
  S from contour = 0.0855
  S from absorption area = 0.0857
  share of lattice part = 5.7 %
  isolated-pair estimate = 0.0522
  strength S*T^2 = 5.6095e+04 cm^-2
mode 3: T = 1076, L = 1256 cm^-1
  L^2/T^2 - 1 = 0.36256
  factor from other modes = 0.91837
  S from formula = 0.6992
  S from contour = 0.6992
  S from absorption area = 0.6990
  share of lattice part = 46.3 %
  isolated-pair estimate = 0.7614
  strength S*T^2 = 8.0954e+05 cm^-2
lattice part, sum of S = 1.5092
isolated-pair sum = 1.2982
static permittivity = 3.6092
electronic part e_inf - 1 = 1.1000
L from D = 0 matrix = [ 507.  820. 1256.] cm^-1
ratio S(457)/S(1076) = 1.0362
tie if L1 falls to 505.42 cm^-1
tie if T1 rises to 458.47 cm^-1
worst corner ratio, 0.5 cm^-1 shifts = 1.00112
worst corner ratio, 1 cm^-1 shifts = 0.96685
rough linewidth = 40 cm^-1
T read from peaks = [ 456.56  809.83 1075.81] cm^-1
L read from peaks = [ 506.61  819.79 1255.84] cm^-1
S from peak readings = [0.7258 0.0852 0.6996]
ratio from peak readings = 1.0375
rough film permittivity = 3.9
gap to model = 0.29
gap closed by L1 = 527.0 cm^-1:
  S(457) = 1.036, S(1076) = 0.683
gap closed by L3 = 1305.6 cm^-1:
  S(457) = 0.792, S(1076) = 0.911
signal 10 GHz = 0.334 cm^-1
relative change of S(457) there = 5.3e-07
verified
```
